**Electron ponderomotive potential tested against full Lorentz orbits**

The program tests the period-averaged force $-\nabla\Phi$ with $\Phi=e^2|\tilde{\mathbf E}|^2/(4m\omega^2)$, where $e$ and $m$ are the electron charge and mass, $\omega$ is the angular frequency and $\tilde{\mathbf E}$ is the peak complex field amplitude. It asserts the underlying vector identity symbolically. In a three-dimensional, elliptically polarized field, the mean acceleration of computed orbits agrees with the formula to a relative error of 0.00024; without the rf magnetic force the relative error is 1.87. A damped orbit in a decaying, travelling wave confirms the force with linear drag, including the absorption term. For a 2.45 GHz field of 100 V/cm the potential is 18.56 meV, and a slow electron of half that energy turns at 2.773 mm both by formula and by orbit. The program also asserts the first-order energy change of electrons reflected at a wall, using orbits at two weak fields. For the 13.56 MHz case the rms change from full orbits is 434 meV, well above the nominal potential of 60.57 meV, so the local potential fails there for thermal electrons.

## Verification by program

```python
"""
Result under test: an electron in a nonuniform rf field Re[E(r) exp(-i w t)],
with no static magnetic field, feels the period-averaged force -grad(Phi),
    Phi = e^2 |E|^2 / (4 m w^2),   E = peak (complex) amplitude.
Symbols: e, m electron charge and mass; w angular frequency; L or delta field
scale length; a = e E0/(m w^2 L) quiver amplitude over L; q = v/(w delta).
Orbits use length unit L, time unit 1/w, energy unit m w^2 L^2.
The orbits integrate the full Lorentz force, with B from Faraday's law.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp

x, y, z = sp.symbols("x y z", real=True)
COORDS = (x, y, z)


def symbolic_curl(f):
    return [sp.diff(f[2], y) - sp.diff(f[1], z),
            sp.diff(f[0], z) - sp.diff(f[2], x),
            sp.diff(f[1], x) - sp.diff(f[0], y)]


# ---- vector identity, for arbitrary F and its conjugate G -----------------
F = [sp.Function("F%d" % j)(x, y, z) for j in range(3)]
G = [sp.Function("G%d" % j)(x, y, z) for j in range(3)]


def force_bracket(left, right):
    """(left . grad) right + left x curl(right)"""
    cross = sp.Matrix(left).cross(sp.Matrix(symbolic_curl(right)))
    return [sum(left[j] * sp.diff(right[i], COORDS[j]) for j in range(3))
            + cross[i] for i in range(3)]


first, second = force_bracket(G, F), force_bracket(F, G)
square = sum(F[j] * G[j] for j in range(3))
for i in range(3):
    assert sp.expand(first[i] + second[i] - sp.diff(square, COORDS[i])) == 0


# ---- full Lorentz orbits in a prescribed complex field --------------------
def numeric_field(components):
    raw = sp.lambdify(COORDS, components, "numpy")
    return lambda r: np.array(raw(*r), dtype=complex)


def lorentz_orbit(field, curl, a, drag, r0, v0, times, magnetic=1.0):
    def rhs(t, state):
        r, v = state[:3], state[3:]
        total = field(r) + magnetic * np.cross(v, curl(r)) / 1j
        acc = -a * np.real(total * np.exp(-1j * t)) - drag * v
        return np.concatenate((v, acc))
    sol = solve_ivp(rhs, (0.0, times[-1]), np.concatenate((r0, v0)),
                    method="DOP853", t_eval=times, rtol=1e-10, atol=1e-14)
    assert sol.success
    return sol.y[:3].T


def difference_gradient(function, r, h=1e-4):
    return np.array([(function(r + h * u) - function(r - h * u)) / (2 * h)
                     for u in np.eye(3)])


general = [(1 + 0.4 * sp.I) * sp.cos(0.7 * y + 0.3 * z) + 0.5 * x,
           0.8 * sp.I * sp.exp(-0.6 * x) + 0.3 * z,
           0.6 * sp.sin(x + 0.5 * y) * sp.exp(0.5 * sp.I * z)]
field = numeric_field(general)
curl = numeric_field(symbolic_curl(general))
centre = np.array([0.2, 0.3, 0.1])
small = 1e-3


def mean_acceleration(magnetic):
    """Second difference of once-per-period positions, even part in a."""
    span = 5 * 2 * np.pi
    result = np.zeros(3)
    for a in (small, -small):
        local = field(centre)
        pos = lorentz_orbit(field, curl, a, 0.0,
                            centre + np.real(a * local),
                            np.real(-1j * a * local),
                            np.array([0.0, span, 2 * span]), magnetic)
        result += 0.5 * (pos[2] - 2 * pos[1] + pos[0]) / span**2
    return result / small**2


predicted = -0.25 * difference_gradient(
    lambda r: np.sum(np.abs(field(r))**2), centre)
measured = mean_acceleration(1.0)
electric_only = mean_acceleration(0.0)
size = np.linalg.norm(predicted)
error_full = np.linalg.norm(measured - predicted) / size
error_electric = np.linalg.norm(electric_only - predicted) / size
assert error_full < 5e-3       # slow drift of the centre during the run
assert error_electric > 0.5    # the magnetic force is indispensable

# ---- linear drag in a travelling, decaying transverse wave ----------------
wave = [sp.Integer(0), sp.exp((0.7 * sp.I - 1) * z), sp.Integer(0)]
wave_field = numeric_field(wave)
wave_curl = numeric_field(symbolic_curl(wave))
drag = 0.4
point = np.array([0.0, 0.0, 0.2])
path = lorentz_orbit(wave_field, wave_curl, small, drag, point, np.zeros(3),
                     2 * np.pi * np.array([0.0, 20.0, 21.0]))
drag_force = drag * (path[2, 2] - path[1, 2]) / (2 * np.pi) / small**2
grad_square = difference_gradient(
    lambda r: np.sum(np.abs(wave_field(r))**2), point)[2]
phase_term = np.imag(np.sum(np.conj(wave_field(point))
                            * difference_gradient(wave_field, point)[2]))
gradient_part = -grad_square / (4 * (1 + drag**2))
absorption_part = drag * phase_term / (2 * (1 + drag**2))
drag_formula = gradient_part + absorption_part
assert abs(drag_force / drag_formula - 1) < 3e-3


# ---- transverse skin-layer field exp(-|s|), mirrored at the wall s = 0 ----
def skin_rhs(t, state, a, phase):
    s, v_tan, v_norm = state
    decay = a * math.exp(-abs(s))
    magnetic = math.copysign(decay, s) * math.sin(t + phase)
    return (v_norm,
            -decay * math.cos(t + phase) + v_norm * magnetic,
            -v_tan * magnetic)


def transit_rms(a, q, phases=8):
    """rms energy change in one visit; both starting speeds equal q."""
    changes = []
    for phase in 2 * np.pi * np.arange(phases) / phases:
        sol = solve_ivp(skin_rhs, (0.0, 36.0 / q), (-15.0, q, q),
                        method="DOP853", args=(a, phase),
                        rtol=1e-10, atol=1e-13, max_step=1.0)
        assert sol.success and abs(sol.y[0, -1]) > 8
        changes.append(0.5 * (sol.y[1, -1]**2 + sol.y[2, -1]**2) - q**2)
    return math.sqrt(np.mean(np.square(changes)))


def transit_formula(a, q):
    return a * q * 2 * q / (1 + q**2) / math.sqrt(2)


for a_test, q_test in ((1e-3, 0.43), (1e-4, 0.06)):
    ratio = transit_rms(a_test, q_test) / transit_formula(a_test, q_test)
    assert abs(ratio - 1) < 0.02

# ---- worked example: rough typical discharge values -----------------------
e, m, c = const.e, const.m_e, const.c
temperature_eV = 3.0
pressure_mTorr = 10.0
gas_K = 400.0
cross_section = 1e-19
gas_density = pressure_mTorr * 1e-3 * const.torr / (const.k * gas_K)
mean_speed = math.sqrt(8 * e * temperature_eV / (math.pi * m))
collision_rate = gas_density * cross_section * mean_speed
thermal_speed = math.sqrt(e * temperature_eV / m)


def discharge(frequency, peak_field, decay_length):
    w = 2 * math.pi * frequency
    return dict(w=w, phi=e * peak_field**2 / (4 * m * w**2),
                quiver=e * peak_field / (m * w**2),
                speed=e * peak_field / (m * w),
                a=e * peak_field / (m * w**2 * decay_length),
                q=thermal_speed / (w * decay_length),
                B=peak_field / (w * decay_length),
                unit=m * w**2 * decay_length**2 / e)


micro_f, micro_E, micro_d = 2.45e9, 1.0e4, 8e-3
icp_f, icp_E, icp_d = 13.56e6, 1.0e2, 20e-3
micro = discharge(micro_f, micro_E, micro_d)
icp = discharge(icp_f, icp_E, icp_d)

# slow electron of energy W = Phi0/2 sent from s = 2 towards the window
a = micro["a"]
energy_fraction = 0.5
W = energy_fraction * a**2 / 4
rate = math.sqrt(2 * W)
nearest = math.sqrt(1 / energy_fraction)
start = 2.0
turn_time = math.acosh(math.exp(start) / nearest) / rate
periods = int(2 * turn_time / (2 * math.pi))
samples = 8
times = 2 * np.pi * np.arange(periods * samples) / samples
launch = -math.sqrt(2 * (W - a**2 / 4 * math.exp(-2 * start)))
orbit = solve_ivp(skin_rhs, (0.0, times[-1]), (start, 0.0, launch),
                  method="DOP853", t_eval=times, args=(a, 0.0),
                  rtol=1e-9, atol=1e-12)
assert orbit.success
s_mean = orbit.y[0].reshape(periods, samples).mean(axis=1)
t_mean = times.reshape(periods, samples).mean(axis=1)
quiver_energy = 0.5 * (orbit.y[1]**2).reshape(periods, samples).mean(axis=1)
s_theory = np.log(nearest * np.cosh(rate * (t_mean - turn_time)))
path_gap = np.max(np.abs(s_mean - s_theory))
turn = int(np.argmin(s_mean))
turn_formula = 0.5 * math.log(1 / energy_fraction)
assert path_gap < 3e-3
assert abs(s_mean[turn] - turn_formula) < 2e-3
assert abs(quiver_energy[turn] / W - 1) < 0.01

micro_kick = transit_formula(micro["a"], micro["q"]) * micro["unit"]
icp_kick_first = transit_formula(icp["a"], icp["q"]) * icp["unit"]
icp_kick = transit_rms(icp["a"], icp["q"], 16) * icp["unit"]
assert icp_kick > icp["phi"]
assert micro_kick < micro["phi"]
argon_mass = 39.95 * const.atomic_mass


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("TESTS (dimensionless)")
show("3D orbit, relative error of -grad Phi", error_full, digits=2)
show("same without rf magnetic force", error_electric, digits=3)
show("drag test, mean force from orbit / a^2", drag_force)
show("drag test, mean force from formula / a^2", drag_formula)
show("  of which absorption term", absorption_part)
print("MICROWAVE CASE")
show("frequency", micro_f / 1e9, "GHz")
show("peak field at window", micro_E / 100, "V/cm")
show("decay length", micro_d * 1e3, "mm")
show("angular frequency", micro["w"], "rad/s")
show("ponderomotive potential Phi0", micro["phi"] * 1e3, "meV")
show("Phi0 in joule", micro["phi"] * e, "J")
show("quiver amplitude", micro["quiver"] * 1e6, "um")
show("quiver speed", micro["speed"], "m/s")
show("quiver amplitude / decay length", a)
show("rf magnetic amplitude at window", micro["B"] * 1e4, "G")
show("mean force at window / e", 2 * micro["phi"] / micro_d / 100, "V/cm")
print("SLOW ELECTRON, W = Phi0/2")
show("energy W", energy_fraction * micro["phi"] * 1e3, "meV")
show("start distance from window", start * micro_d * 1e3, "mm")
show("turning point, formula", turn_formula * micro_d * 1e3, "mm")
show("turning point, orbit", s_mean[turn] * micro_d * 1e3, "mm")
show("rf periods followed", periods)
show("largest path difference", path_gap * micro_d * 1e6, "um", 2)
show("quiver energy at turning point / W", quiver_energy[turn] / W)
print("NEGLECTED EFFECTS, MICROWAVE CASE")
show("electron temperature", temperature_eV, "eV")
show("argon pressure", pressure_mTorr, "mTorr")
show("gas temperature", gas_K, "K")
show("cross-section", cross_section, "m^2")
show("collision rate", collision_rate, "1/s", 3)
show("collision rate / w", collision_rate / micro["w"], digits=2)
show("Phi0 / electron temperature", micro["phi"] / temperature_eV, digits=3)
show("thermal speed (one direction)", thermal_speed, "m/s", 3)
show("thermal q = v/(w delta)", micro["q"], digits=3)
show("rms transit energy change, first order", micro_kick * 1e3, "meV", 3)
show("(quiver speed / c)^2", (micro["speed"] / c)**2, digits=2)
show("argon ion potential / electron potential", m / argon_mass, digits=3)
print("INDUCTIVE CONTRAST CASE, same gas and temperature")
show("frequency", icp_f / 1e6, "MHz")
show("peak field", icp_E / 100, "V/cm")
show("decay length", icp_d * 1e3, "mm")
show("nominal Phi0", icp["phi"] * 1e3, "meV")
show("quiver amplitude / decay length", icp["a"], digits=3)
show("thermal q = v/(w delta)", icp["q"], digits=3)
show("collision rate / w", collision_rate / icp["w"], digits=2)
show("rms transit energy change, first order", icp_kick_first * 1e3, "meV", 3)
show("rms transit energy change, full orbits", icp_kick * 1e3, "meV", 3)
print("no test failed")
```

It prints:

```
TESTS (dimensionless)
3D orbit, relative error of -grad Phi: 0.00024
same without rf magnetic force: 1.87
drag test, mean force from orbit / a^2: 0.3697
drag test, mean force from formula / a^2: 0.3698
  of which absorption term: 0.0809
MICROWAVE CASE
frequency: 2.45 GHz
peak field at window: 100 V/cm
decay length: 8 mm
angular frequency: 1.539e+10 rad/s
ponderomotive potential Phi0: 18.56 meV
Phi0 in joule: 2.973e-21 J
quiver amplitude: 7.422 um
quiver speed: 1.143e+05 m/s
quiver amplitude / decay length: 0.0009278
rf magnetic amplitude at window: 0.812 G
mean force at window / e: 0.04639 V/cm
SLOW ELECTRON, W = Phi0/2
energy W: 9.278 meV
start distance from window: 16 mm
turning point, formula: 2.773 mm
turning point, orbit: 2.773 mm
rf periods followed: 1603
largest path difference: 0.0029 um
quiver energy at turning point / W: 1
NEGLECTED EFFECTS, MICROWAVE CASE
electron temperature: 3 eV
argon pressure: 10 mTorr
gas temperature: 400 K
cross-section: 1e-19 m^2
collision rate: 2.8e+07 1/s
collision rate / w: 0.0018
Phi0 / electron temperature: 0.00619
thermal speed (one direction): 7.26e+05 m/s
thermal q = v/(w delta): 0.0059
rms transit energy change, first order: 3.94 meV
(quiver speed / c)^2: 1.5e-07
argon ion potential / electron potential: 1.37e-05
INDUCTIVE CONTRAST CASE, same gas and temperature
frequency: 13.56 MHz
peak field: 1 V/cm
decay length: 20 mm
nominal Phi0: 60.57 meV
quiver amplitude / decay length: 0.121
thermal q = v/(w delta): 0.426
collision rate / w: 0.33
rms transit energy change, first order: 435 meV
rms transit energy change, full orbits: 434 meV
no test failed
```
